**Elastic dipole of a defect from residual stress**

For a neutral defect in a fixed periodic cell of volume V, the strain derivative of the formation energy is −P, where P = −V(σ_def − σ_bulk) is the elastic dipole and σ is the cell stress, positive in tension. The program builds an anharmonic fluorite bond model with two oversized cations beside an anion vacancy. It asserts that P from stress matches central differences of relaxed formation energies for six strains, both at zero strain and in a prestrained cell. It also asserts agreement with the moment of Kanzaki forces, with the relaxation volume of a released cell, and with a finite-size error that scales as 1/V. The output gives a trace of P of 41.5 eV in the main cell and 41.7 eV when extrapolated to an isolated defect. A 1 % biaxial strain of a (001) film lowers the formation energy by about 0.2 eV but separates the two defect orientations by only 0.005 eV. The program also prints estimates of the second-order strain energy, the classical vibrational shift and the electric dipole energy at 2 MV/cm.

## Verification by program

```python
# Result under test: for a neutral defect in a periodic cell of volume V,
#     d(E_f)/d(strain) = -P ,   P = -V (stress_defect - stress_bulk),
# where P is the elastic dipole: the first moment of the forces that produce
# the defect's displacement field in the perfect harmonic host.
# E_f: formation energy at fixed reservoirs; stress is positive in tension.
# Model: fluorite lattice with anharmonic central bonds, two oversized cations
# next to one anion vacancy. Internal units: eV and angstrom.
import numpy as np
from types import SimpleNamespace
from scipy import constants, sparse

GPA = constants.e / 1e-30 / 1e9          # one eV/angstrom^3 in GPa
KB = constants.k / constants.e           # eV/K
LATTICE = 5.1                            # lattice constant
K_MO, K_OO, K_MM = 4.0, 4.0, 0.75        # bond stiffness, eV/angstrom^2
PULL_MO = 0.5                            # cation-anion tension, eV/angstrom
ALPHA = 1.5                              # anharmonicity, 1/angstrom
OVERSIZE = 0.2                           # dopant-anion bond lengthening
TEMPERATURE = 900.0                      # K
FIELD = 2.0                              # MV/cm
FILM_STRAIN = 0.01
MAIN = 3                                 # main supercell: MAIN^3 cubic cells
ONE = np.eye(3)
V_CUBE = LATTICE**3
R_MO, R_MM = LATTICE * np.sqrt(3) / 4, LATTICE / np.sqrt(2)
# cation-cation repulsion that balances the cation-anion tension
PULL_MM = -PULL_MO * 32 * R_MO / (24 * R_MM)


def make_cell(n, defect):
    """Sites are integers in units of a quarter lattice constant."""
    period = 4 * n
    g = np.arange(period)
    grid = np.stack(np.meshgrid(g, g, g, indexing="ij"), -1).reshape(-1, 3)
    cation = (grid % 2 == 0).all(1) & (grid.sum(1) % 4 == 0)
    anion = (grid % 2 == 1).all(1)
    sites = grid[cation | anion]
    lookup = np.full((period,) * 3, -1)
    lookup[tuple(sites.T)] = np.arange(len(sites))
    mo = [(x, y, z) for x in (1, -1) for y in (1, -1) for z in (1, -1)]
    oo = [(2, 0, 0), (0, 2, 0), (0, 0, 2)]
    mm = [(2, 2, 0), (2, -2, 0), (2, 0, 2), (2, 0, -2), (0, 2, 2), (0, 2, -2)]
    first, second, span, stiff, pull, is_mo = [], [], [], [], [], []
    for mask, vectors, k, t, flag in ((cation, mo, K_MO, PULL_MO, True),
                                      (anion, oo, K_OO, 0.0, False),
                                      (cation, mm, K_MM, PULL_MM, False)):
        start = grid[mask]
        for v in vectors:
            end = (start + np.array(v)) % period
            first.append(lookup[tuple(start.T)])
            second.append(lookup[tuple(end.T)])
            span.append(np.tile(np.array(v) * LATTICE / 4, (len(start), 1)))
            stiff.append(np.full(len(start), k))
            pull.append(np.full(len(start), t))
            is_mo.append(np.full(len(start), flag))
    first, second, span, stiff, pull, is_mo = map(
        np.concatenate, (first, second, span, stiff, pull, is_mo))
    rest = np.linalg.norm(span, axis=1)
    vacancy = lookup[1, 1, 1]
    if defect:
        dopants = [lookup[0, 0, 0], lookup[2, 2, 0]]
        rest = rest + OVERSIZE * (is_mo & np.isin(first, dopants))
        keep = (first != vacancy) & (second != vacancy)
        first, second, span = first[keep], second[keep], span[keep]
        stiff, pull, rest = stiff[keep], pull[keep], rest[keep]
    nb, rows = len(first), np.arange(len(first))
    diff = sparse.csr_matrix(
        (np.r_[-np.ones(nb), np.ones(nb)],
         (np.r_[rows, rows], np.r_[first, second])), shape=(nb, len(sites)))
    return SimpleNamespace(n=n, sites=sites, first=first, second=second,
                           span=span, stiff=stiff, pull=pull, rest=rest,
                           diff=diff, diff_t=diff.T.tocsr(), vacancy=vacancy)


def bond_terms(cell, u, deform):
    """Energy, bond vectors, bond tension vectors and stiffness blocks."""
    r = cell.span @ deform.T + cell.diff @ u
    length = np.linalg.norm(r, axis=1)
    unit = r / length[:, None]
    x, k, a = length - cell.rest, cell.stiff, ALPHA
    energy = np.sum(cell.pull * x
                    + k * (x**2 / 2 - a * x**3 / 2 + 7 * a**2 * x**4 / 24))
    slope = cell.pull + k * (x - 1.5 * a * x**2 + 7 * a**2 * x**3 / 6)
    curve = k * (1 - 3 * a * x + 3.5 * a**2 * x**2)
    side = slope / length
    blocks = ((curve - side)[:, None, None] * unit[:, :, None]
              * unit[:, None, :] + side[:, None, None] * ONE)
    return energy, r, slope[:, None] * unit, blocks


def hessian_action(cell, blocks):
    return lambda v: cell.diff_t @ np.einsum("bij,bj->bi", blocks,
                                             cell.diff @ v)


def conjugate_gradient(action, b, tol):
    x, res = np.zeros_like(b), b.copy()
    p, rr = res.copy(), np.sum(res * res)
    stop = max(tol**2 * rr, 1e-22)
    for _ in range(3000):
        if rr <= stop:
            return x
        ap = action(p)
        step = rr / np.sum(p * ap)
        x += step * p
        res -= step * ap
        new = np.sum(res * res)
        p = res + (new / rr) * p
        rr = new
    raise RuntimeError("linear solver did not converge")


def relax(cell, deform, guess=None):
    """Relax atoms in a fixed cell; return energy, V*stress, displacements."""
    u = np.zeros(cell.sites.shape) if guess is None else guess.copy()
    for _ in range(60):
        energy, r, tension, blocks = bond_terms(cell, u, deform)
        gradient = cell.diff_t @ tension
        if np.abs(gradient).max() < 1e-9:
            return energy, tension.T @ r, u
        move = conjugate_gradient(hessian_action(cell, blocks),
                                  -gradient, 1e-4)
        u += move * min(1.0, 0.15 / np.abs(move).max())
    raise RuntimeError("atoms did not relax")


CUBE = make_cell(1, False)


def formation(cell, deform, guess=None):
    """E_f up to the constant reservoir term, dipole from stress, and u."""
    e_def, w_def, u = relax(cell, deform, guess)
    e_bulk, w_bulk, _ = relax(CUBE, deform)
    return e_def - cell.n**3 * e_bulk, -(w_def - cell.n**3 * w_bulk), u


def sym(i, j):
    e = np.zeros((3, 3))
    e[i, j] = e[j, i] = 1.0
    return e


BASIS = [sym(0, 0), sym(1, 1), sym(2, 2), sym(1, 2), sym(0, 2), sym(0, 1)]


def contract(p):
    return np.array([np.sum(p * e) for e in BASIS])


def energy_slopes(cell, base, guess, h=2e-4):
    """Central differences of relaxed formation energies, six strains."""
    return np.array([(formation(cell, (ONE + h * e) @ base, guess)[0]
                      - formation(cell, (ONE - h * e) @ base, guess)[0])
                     / (2 * h) for e in BASIS])


def force_moment(n, u):
    """First moment of the forces that give u in the harmonic host."""
    host = make_cell(n, False)
    blocks = bond_terms(host, np.zeros_like(u), ONE)[3]
    action = hessian_action(host, blocks)
    forces = action(u)
    rel = (host.sites - 1 + 2 * n) % (4 * n) - 2 * n
    rel = np.where(rel == -2 * n, 0, rel) * LATTICE / 4  # mean of both faces
    out = []
    for e in BASIS:
        load = host.diff_t @ np.einsum("bij,bj->bi", blocks, host.span @ e)
        inner = conjugate_gradient(action, -load, 1e-9)
        out.append(np.sum(forces * (rel @ e + inner)))
    return np.array(out)


# Elastic constants of the host from its relaxed stress
h = 1e-4
w_zero = relax(CUBE, ONE)[1]
assert np.abs(w_zero).max() < 1e-9
dw = (relax(CUBE, ONE + h * BASIS[0])[1]
      - relax(CUBE, ONE - h * BASIS[0])[1]) / (2 * h * V_CUBE)
ds = (relax(CUBE, ONE + h * BASIS[5])[1]
      - relax(CUBE, ONE - h * BASIS[5])[1]) / (2 * h * V_CUBE)
c11, c12, c44 = dw[0, 0], dw[1, 1], ds[0, 1] / 2
bulk_modulus = (c11 + 2 * c12) / 3
assert c11 > c12 > 0 and c44 > 0

# Dipole from residual stress against slopes of the formation energy
cell = make_cell(MAIN, True)
volume = MAIN**3 * V_CUBE
e_zero, dipole, u_zero = formation(cell, ONE)
frozen = bond_terms(cell, np.zeros_like(u_zero), ONE)
frozen_dipole = -(frozen[2].T @ frozen[1] - MAIN**3 * w_zero)
slopes = energy_slopes(cell, ONE, u_zero)
gap_zero = np.abs(slopes + contract(dipole)).max()
assert gap_zero < 1e-3

# The same in a prestrained cell, where the bulk itself is under stress
base = ONE + np.array([[0.010, 0.003, 0], [0.003, 0.010, 0], [0, 0, -0.004]])
_, dipole_pre, u_pre = formation(cell, base, u_zero)
slopes_pre = energy_slopes(cell, base, u_pre)
gap_pre = np.abs(slopes_pre + contract(dipole_pre)).max()
bulk_part = MAIN**3 * relax(CUBE, base)[1]
assert gap_pre < 1e-3
assert abs(bulk_part[0, 0]) > 100 * gap_pre

# Larger cells: force moment and approach to the isolated defect
traces, moment_gap, saved = {MAIN: np.trace(dipole)}, {}, {}
for n in (4, 6, 8):
    big = make_cell(n, True)
    _, p_big, u_big = formation(big, ONE)
    traces[n] = np.trace(p_big)
    saved[n] = (big, p_big, u_big)
    if n != 6:
        moment = force_moment(n, u_big)
        moment_gap[n] = np.abs(moment - contract(p_big)).max()
assert moment_gap[8] < 0.02 * np.abs(contract(p_big)).max()
assert moment_gap[8] < 0.5 * moment_gap[4]
size_ratio = (traces[4] - traces[8]) / (traces[6] - traces[8])
size_law = (4.0**-3 - 8.0**-3) / (6.0**-3 - 8.0**-3)
assert abs(size_ratio / size_law - 1) < 0.2
trace_limit = traces[8] + (traces[8] - traces[6]) * 8.0**-3 / (6.0**-3
                                                              - 8.0**-3)

# Release the cell: relaxation volume against trace(P)/(3K)
big, p_four, u_cell = saved[4]
normal = np.linalg.inv(np.full((3, 3), c12) + (c11 - c12) * ONE)
shape = ONE.copy()
for _ in range(12):
    _, w, u_cell = relax(big, shape, u_cell)
    stress = w / (4**3 * V_CUBE * np.linalg.det(shape))
    if np.abs(stress).max() < 1e-8:
        break
    strain = stress / (2 * c44)
    strain[np.diag_indices(3)] = normal @ np.diag(stress)
    shape = (ONE - strain) @ shape
assert np.abs(stress).max() < 1e-8
volume_direct = 4**3 * V_CUBE * (np.linalg.det(shape) - 1)
volume_dipole = np.trace(p_four) / (3 * bulk_modulus)
assert abs(volume_direct / volume_dipole - 1) < 0.04


def log_modes(model, deform, u, drop):
    """Sum of log force-constant eigenvalues without rigid translation."""
    blocks = bond_terms(model, u, deform)[3]
    m = len(model.sites)
    hess = np.zeros((m, m, 3, 3))
    i, j = model.first, model.second
    for a, b, s in ((i, i, 1), (j, j, 1), (i, j, -1), (j, i, -1)):
        np.add.at(hess, (a, b), s * blocks)
    keep = np.arange(m) != (model.vacancy if drop else -1)
    hess = hess[keep][:, keep]
    m = len(hess)
    full = hess.transpose(0, 2, 1, 3).reshape(3 * m, 3 * m)
    full = full + np.kron(np.ones((m, m)) / m, ONE)
    values = np.linalg.eigvalsh(full)
    assert values[0] > 0             # the relaxed structure is stable
    return np.sum(np.log(values))


# Biaxial film strain with a stress-free normal, two defect orientations
normal_strain = -2 * c12 / c11 * FILM_STRAIN
films = {"par": np.diag([FILM_STRAIN, FILM_STRAIN, normal_strain]),
         "perp": np.diag([normal_strain, FILM_STRAIN, FILM_STRAIN])}
host = make_cell(MAIN, False)
modes_zero = (log_modes(cell, ONE, u_zero, True)
              - log_modes(host, ONE, np.zeros_like(u_zero), False))
linear, direct, trapezoid, vibration = {}, {}, {}, {}
for name, film in films.items():
    e_film, p_film, u_film = formation(cell, ONE + film, u_zero)
    linear[name] = -np.sum(dipole * film)
    direct[name] = e_film - e_zero
    d = np.diag(film)
    trapezoid[name] = -0.5 * np.sum(
        d * (np.diag(dipole) + np.diag(p_film) / (1 + d)))
    assert abs(trapezoid[name] - direct[name]) < 2e-3
    u_host = relax(host, ONE + film)[2]
    modes = (log_modes(cell, ONE + film, u_film, True)
             - log_modes(host, ONE + film, u_host, False))
    vibration[name] = 0.5 * KB * TEMPERATURE * (modes - modes_zero)
split = direct["par"] - direct["perp"]
population = np.exp(-split / (KB * TEMPERATURE))
electric = 2 * (LATTICE / 4 * 0.1) * (FIELD * 0.1)   # e nm times V/nm

print(f"lattice constant: {LATTICE/10:.3f} nm")
print(f"bond stiffness MO, OO, MM: {K_MO}, {K_OO}, {K_MM} eV/A^2")
print(f"bond tension MO, MM: {PULL_MO:.3f}, {PULL_MM:.3f} eV/A")
print(f"anharmonicity: {ALPHA*10:.1f} 1/nm")
print(f"dopant-anion lengthening: {OVERSIZE/10:.3f} nm")
print(f"C11, C12, C44: {c11*GPA:.1f}, {c12*GPA:.1f}, {c44*GPA:.1f} GPa")
print(f"bulk modulus: {bulk_modulus*GPA:.1f} GPa")
print(f"main cell: {len(cell.sites)} sites, {volume/1000:.4f} nm^3")
print(f"dopant share of cations: {100*2/(4*MAIN**3):.2f} %")
for label, (i, j) in {"xx": (0, 0), "yy": (1, 1), "zz": (2, 2),
                      "yz": (1, 2), "xz": (0, 2), "xy": (0, 1)}.items():
    print(f"{label}: residual stress {-dipole[i, j]/volume*GPA:+.4f} GPa,"
          f" P {dipole[i, j]:+.4f} eV")
print("energy slopes xx yy zz (eV):", np.round(slopes[:3], 4))
print("energy slopes yz xz xy, = -2P (eV):", np.round(slopes[3:], 4) + 0.0)
print(f"largest slope mismatch, zero strain: {gap_zero:.1e} eV")
print(f"trace P, relaxed atoms: {np.trace(dipole):.3f} eV")
print(f"trace P, frozen atoms (wrong): {np.trace(frozen_dipole):.3f} eV")
print("prestrain xx=yy, zz, xy:", round(base[0, 0] - 1, 4),
      round(base[2, 2] - 1, 4), base[0, 1])
print(f"prestrained: bulk V*stress xx {bulk_part[0, 0]:.3f} eV")
print(f"prestrained: P xx, zz, xy {dipole_pre[0, 0]:.3f},"
      f" {dipole_pre[2, 2]:.3f}, {dipole_pre[0, 1]:.3f} eV")
print(f"largest slope mismatch, prestrained: {gap_pre:.1e} eV")
for n in (4, 6, 8):
    print(f"trace P, {n}x{n}x{n} cell: {traces[n]:.4f} eV")
print(f"trace P, extrapolated to isolated defect: {trace_limit:.4f} eV")
print(f"size ratio found, 1/V law: {size_ratio:.3f}, {size_law:.3f}")
print(f"force-moment mismatch, 4 and 8 cells: {moment_gap[4]:.4f},"
      f" {moment_gap[8]:.4f} eV")
print(f"relaxation volume, released 4 cell: {volume_direct/1000:.5f} nm^3")
print(f"relaxation volume, trace P/(3K): {volume_dipole/1000:.5f} nm^3")
print(f"film strain in plane, normal: {100*FILM_STRAIN:.2f},"
      f" {100*normal_strain:.3f} %")
for name, text in (("par", "twofold axis along normal"),
                   ("perp", "twofold axis in plane")):
    print(f"{text}: -P:strain {linear[name]:+.4f} eV")
    print(f"  direct {direct[name]:+.4f}, two-stress"
          f" {trapezoid[name]:+.4f} eV")
    print(f"  second order and above {direct[name]-linear[name]:+.4f} eV")
    print(f"  classical vibration shift {vibration[name]:+.4f} eV")
print(f"kT at {TEMPERATURE:.0f} K: {KB*TEMPERATURE:.4f} eV")
print(f"energy, axis along normal minus in plane: {split:+.4f} eV")
print(f"population ratio per variant, normal/in plane: {population:.3f}")
print(f"formal electric dipole energy at {FIELD:.0f} MV/cm:"
      f" {electric:.4f} eV")
print("done: every assertion held")
```

Printed output:

```
lattice constant: 0.510 nm
bond stiffness MO, OO, MM: 4.0, 4.0, 0.75 eV/A^2
bond tension MO, MM: 0.500, -0.408 eV/A
anharmonicity: 15.0 1/nm
dopant-anion lengthening: 0.020 nm
C11, C12, C44: 384.6, 106.1, 88.0 GPa
bulk modulus: 199.0 GPa
main cell: 324 sites, 3.5816 nm^3
dopant share of cations: 1.85 %
xx: residual stress -0.6133 GPa, P +13.7107 eV
yy: residual stress -0.6133 GPa, P +13.7107 eV
zz: residual stress -0.6288 GPa, P +14.0554 eV
yz: residual stress +0.0000 GPa, P -0.0000 eV
xz: residual stress +0.0000 GPa, P -0.0000 eV
xy: residual stress +0.0912 GPa, P -2.0395 eV
energy slopes xx yy zz (eV): [-13.7107 -13.7107 -14.0554]
energy slopes yz xz xy, = -2P (eV): [0.     0.     4.0789]
largest slope mismatch, zero strain: 9.2e-06 eV
trace P, relaxed atoms: 41.477 eV
trace P, frozen atoms (wrong): 42.878 eV
prestrain xx=yy, zz, xy: 0.01 -0.004 0.003
prestrained: bulk V*stress xx 96.598 eV
prestrained: P xx, zz, xy 14.368, 13.077, -1.912 eV
largest slope mismatch, prestrained: 9.5e-06 eV
trace P, 4x4x4 cell: 41.5994 eV
trace P, 6x6x6 cell: 41.6552 eV
trace P, 8x8x8 cell: 41.6684 eV
trace P, extrapolated to isolated defect: 41.6780 eV
size ratio found, 1/V law: 5.219, 5.108
force-moment mismatch, 4 and 8 cells: 0.1098, 0.0112 eV
relaxation volume, released 4 cell: 0.01120 nm^3
relaxation volume, trace P/(3K): 0.01117 nm^3
film strain in plane, normal: 1.00, -0.552 %
twofold axis along normal: -P:strain -0.1966 eV
  direct -0.2052, two-stress -0.2050 eV
  second order and above -0.0086 eV
  classical vibration shift +0.0139 eV
twofold axis in plane: -P:strain -0.2020 eV
  direct -0.2105, two-stress -0.2103 eV
  second order and above -0.0085 eV
  classical vibration shift +0.0146 eV
kT at 900 K: 0.0776 eV
energy, axis along normal minus in plane: +0.0053 eV
population ratio per variant, normal/in plane: 0.934
formal electric dipole energy at 2 MV/cm: 0.0510 eV
done: every assertion held
```
